# One-loop Z1 = Z2 and its failure under a shifted-momentum cutoff: a numerical check

```python
"""
One-loop QED, Feynman gauge, natural units, electron mass m = 1.
Under test, with slope = dSigma/dpslash on shell and F1 = one-loop vertex
correction at zero momentum transfer (both in units of alpha/(2 pi)):
  Pauli-Villars regulator:               slope + F1 = 0, i.e. Z1 = Z2
  cutoff on Feynman-shifted momentum:    slope + F1 -> 1/4
  cutoff on (photon momentum + s*p):     slope + F1 -> s/2
z is the photon's Feynman parameter, M a photon mass, P the rest-frame
energy of the external electron (p = (P,0,0,0)); Z2 - Z1 = slope + F1.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import fine_structure as alpha

unit = alpha / (2 * np.pi)

# ---------- symbolic check of the integration by parts ----------
z, m, M = sp.symbols("z m M", positive=True)
Delta = (1 - z)**2 * m**2 + z * M**2
rational = ((1 - z) * (1 - 4*z + z**2) + 2*z*(1 - z)*(2 - z)) * m**2 / Delta
total = -(1 - 2*z) * sp.log(Delta) + rational
remainder = total - (1 - z) + sp.diff(z * (1 - z) * sp.log(Delta), z)
assert sp.simplify(remainder) == 0


# ---------- Feynman-parameter formulas, without cutoff constants ----------
def z_integral(f):
    marks = [1e-7, 1e-6, 1e-5, 1e-3, 0.1, 0.5, 0.9, 0.99, 0.999]
    return quad(f, 0, 1, points=marks, limit=500, epsabs=1e-11,
                epsrel=1e-11)[0]


def slope_part(mass):
    def f(x):
        d = (1 - x)**2 + x * mass**2
        return x * np.log(d) + 2 * x * (1 - x) * (2 - x) / d
    return z_integral(f)


def vertex_part(mass):
    def f(x):
        d = (1 - x)**2 + x * mass**2
        return (1 - x) * (-np.log(d) + (1 - 4*x + x*x) / d)
    return z_integral(f)


# ---------- cutoff on the shifted momentum, radial integral done numerically
def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def shifted_cutoff(cut, mass, h=1e-4):
    x, wx = gauss(300, 0, 1)
    v, wv = gauss(200, 0, np.log1p(cut**2 / 0.01))
    r = 0.01 * np.expm1(v)                  # r = Euclidean momentum squared
    wr = wv * 0.01 * np.exp(v)

    def delta(P):
        return ((1 - x) + x * mass**2 - x * (1 - x) * P**2)[:, None]

    def sigma(P):
        radial = (r / (r + delta(P))**2) @ wr
        return np.sum(wx * (2 - x * P) * radial)

    slope = (sigma(1 + h) - sigma(1 - h)) / (2 * h)
    c = (1 - 4*x + x*x)[:, None]
    radial = (r * (r + 2 * c) / (r + delta(1.0))**3) @ wr
    return slope, np.sum(wx * (1 - x) * radial)


# ---------- original diagrams: 4D integration with Dirac matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gam = [np.diag([1, 1, -1, -1]).astype(complex)]
gam += [np.kron(np.array([[0, 1], [-1, 0]]), q) for q in pauli]
metric = [1, -1, -1, -1]
projector = (np.eye(4) + gam[0]) / 4


def diagrams(P, s, mass, cut, want_vertex):
    """Project one diagram on the electron at rest; |photon + s*p| < cut."""
    t, wt = gauss(160, 0, np.arcsinh(cut))
    n_ang = 64
    chi = (np.arange(n_ang) + 0.5) * np.pi / n_ang
    K, C = np.meshgrid(np.sinh(t), chi, indexing="ij")
    weight = (wt * np.cosh(t))[:, None] * np.pi / n_ang
    weight = weight * 4 * np.pi * K**3 * np.sin(C)**2 / (2 * np.pi**2)
    k0 = 1j * K * np.cos(C) + (1 - s) * P   # electron energy component
    q0 = 1j * K * np.cos(C) - s * P         # photon energy component
    kx = K * np.sin(C)
    d_el = k0**2 - kx**2 - 1
    d_ph = q0**2 - kx**2 - mass**2
    num = (k0[..., None, None] * gam[0] - kx[..., None, None] * gam[1]
           + np.eye(4))
    if want_vertex:
        num = num @ gam[0] @ num
        d_el = d_el**2
    # trace(projector g num g) = trace((g projector g) num)
    sandwich = sum(e * g @ projector @ g for e, g in zip(metric, gam))
    value = np.einsum("ij,abji->ab", sandwich, num)
    return np.sum(weight * value / (d_el * d_ph)).real


def direct(P, s, mass, cut, h=1e-3):
    up = diagrams(P + h, s, mass, cut, False)
    down = diagrams(P - h, s, mass, cut, False)
    return (up - down) / (2 * h), diagrams(P, s, mass, cut, True)


# ---------- run ----------
mu, cut = 0.1, 1000.0
print("alpha = %.9f" % alpha)
print("alpha/(2 pi) = %.7e" % unit)
print("electron mass m = 1 (unit of mass and momentum)")
print("photon mass mu = %.2f m, Lambda = %.0f m" % (mu, cut))

print("Integral of log and rational terms, by photon mass M:")
for mass in (0.01, mu, 1.5, cut):
    value = slope_part(mass) + vertex_part(mass)
    assert abs(value - 0.5) < 1e-8
    print("  M = %7.2f m: %.8f" % (mass, value))

pv_slope = slope_part(mu) - slope_part(cut)
pv_vertex = vertex_part(mu) - vertex_part(cut)
assert abs(pv_slope + pv_vertex) < 1e-8
print("Pauli-Villars, units alpha/(2 pi):")
print("  slope = %.6f, F1 = %.6f" % (pv_slope, pv_vertex))
print("  |slope + F1| below 1e-8: %s" % (abs(pv_slope + pv_vertex) < 1e-8))
print("  Z2 - 1 = %.6e" % (unit * pv_slope))
print("  Z1 - 1 = %.6e" % (-unit * pv_vertex))

print("Shifted-momentum cutoff, slope + F1, units alpha/(2 pi):")
for c in (10.0, 100.0, cut):
    a, b = shifted_cutoff(c, mu)
    print("  Lambda = %6.0f m: %.6f" % (c, a + b))
log_cut = np.log(cut**2)
assert abs(a - (-0.5 * log_cut + slope_part(mu) + 0.5)) < 2e-5
assert abs(b - (0.5 * log_cut + vertex_part(mu) - 0.75)) < 2e-5
assert abs(a + b - 0.25) < 2e-5
print("At the largest Lambda, units alpha/(2 pi):")
print("  slope = %.6f, F1 = %.6f" % (a, b))
print("  Z2 - 1 = %.6e" % (unit * a))
print("  Z1 - 1 = %.6e" % (-unit * b))
print("  Z2 - Z1 = %.6e" % (unit * (a + b)))
print("  alpha/(8 pi) = %.6e" % (alpha / (8 * np.pi)))

print("Direct 4D integration, M = 1.5 m, Lambda = %.0f m" % cut)
print("  s, P/m, slope, F1, sum (units alpha/(2 pi)):")
heavy = 1.5
for s, P in ((0.0, 0.8), (0.1, 1.0), (0.5, 1.0), (1.0, 1.0)):
    a4, b4 = direct(P, s, heavy, cut)
    print("  %.1f  %.1f  %.5f  %.5f  %.5f" % (s, P, a4, b4, a4 + b4))
    assert abs(a4 + b4 - s / 2) < 1e-4      # finite cutoff and difference step
    if P == 1.0:
        formula = -0.5 * log_cut + slope_part(heavy) + 0.25 + s / 2
        assert abs(a4 - formula) < 1e-4
        formula = 0.5 * log_cut + vertex_part(heavy) - 0.75
        assert abs(b4 - formula) < 1e-4

# Pauli-Villars subtraction removes the mismatch even for the worst routing
a5, b5 = direct(1.0, 1.0, 4.0, cut)
pv_direct = (a4 + b4) - (a5 + b5)
assert abs(pv_direct) < 1e-4
print("Direct, s = 1, regulator photon mass 4 m:")
print("  sum before subtraction = %.5f" % (a4 + b4))
print("  |sum after subtraction| below 1e-4: %s" % (abs(pv_direct) < 1e-4))

shift = unit * (a + b)
net = 2 * (1 + 4 * shift) - 2 * (1 + shift)
print("Charge factor for |Q| = 1, shifted cutoff: %.7f" % (1 + shift))
print("Charge factor for |Q| = 2, shifted cutoff: %.7f" % (1 + 4 * shift))
print("Net charge of one +2 and two -1: %.5e e" % net)
print("tests ok")
```

Output:

```
alpha = 0.007297353
alpha/(2 pi) = 1.1614097e-03
electron mass m = 1 (unit of mass and momentum)
photon mass mu = 0.10 m, Lambda = 1000 m
Integral of log and rational terms, by photon mass M:
  M =    0.01 m: 0.50000000
  M =    0.10 m: 0.50000000
  M =    1.50 m: 0.50000000
  M = 1000.00 m: 0.50000000
Pauli-Villars, units alpha/(2 pi):
  slope = -4.108856, F1 = 4.108856
  |slope + F1| below 1e-8: True
  Z2 - 1 = -4.772065e-03
  Z1 - 1 = -4.772065e-03
Shifted-momentum cutoff, slope + F1, units alpha/(2 pi):
  Lambda =     10 m: 0.247509
  Lambda =    100 m: 0.249975
  Lambda =   1000 m: 0.250000
At the largest Lambda, units alpha/(2 pi):
  slope = -3.858855, F1 = 4.108855
  Z2 - 1 = -4.481711e-03
  Z1 - 1 = -4.772064e-03
  Z2 - Z1 = 2.903527e-04
  alpha/(8 pi) = 2.903524e-04
Direct 4D integration, M = 1.5 m, Lambda = 1000 m
  s, P/m, slope, F1, sum (units alpha/(2 pi)):
  0.0  0.8  -6.09303  6.09303  -0.00000
  0.1  1.0  -5.98912  6.03912  0.05000
  0.5  1.0  -5.78912  6.03912  0.25000
  1.0  1.0  -5.53912  6.03912  0.50000
Direct, s = 1, regulator photon mass 4 m:
  sum before subtraction = 0.50000
  |sum after subtraction| below 1e-4: True
Charge factor for |Q| = 1, shifted cutoff: 1.0002904
Charge factor for |Q| = 2, shifted cutoff: 1.0011614
Net charge of one +2 and two -1: 1.74212e-03 e
tests ok
```
